**Decay of an isolated island: two limits and their corrections**

The program studies a circular island of radius $r$ and area $A$ on a terrace of radius $R$, with loss rate $dA/dt=-2\pi K\xi/(r\ln(R/r)+\ell)$. Here $\xi$ is the capillary length, $K$ the diffusivity times the equilibrium adatom coverage at a straight step, and $\ell$ the diffusivity divided by the attachment velocity. A time-dependent diffusion calculation with a moving island edge, run for small, intermediate and large $\ell$, is asserted to agree with this law within 0.2%; the largest deviation found is 0.016%. The program also asserts the Gibbs–Thomson law by counting adatom configurations, and the linear and two-thirds laws by integrating their loss rates. Further assertions cover the exponent with the logarithm kept, the first-order effect of the exponential Gibbs–Thomson law, and the cancellation at a real outer step. For a 10 nm island with rough Ag(111)-like parameters at 300 K, the simple lifetimes are about 1.9 h without an extra attachment barrier and 83 h with one of 0.20 eV. With the corrections included, the initial exponents are 0.74 and 0.91 instead of 2/3 and 1.

## Numerical verification

```python
# Decay of one circular single-layer island on a terrace.
# Result under test, with A = pi r^2 and tau = remaining lifetime:
#   dA/dt = -2 pi K xi / (r ln(R/r) + ell)
#   attachment-limited (large ell): A is linear in time
#   diffusion-limited (small ell, logarithm frozen): A ~ tau^(2/3)
# r island radius, R radius of the outer sink, xi = gamma*Omega/kT,
# gamma step free energy per length, Omega area per atom,
# D adatom diffusivity, theta equilibrium adatom coverage at a
# straight step, K = D*theta, ell = D/(attachment velocity).
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

KB = k_joule / charge  # eV/K


def lifetime(r, ell, K, xi, R, exponential=False, real_step=False):
    """Remaining lifetime by quadrature of dr/(-dr/dt)."""
    def slowness(x):
        resistance = np.log(R / x) + ell / x
        if exponential:
            drive = np.expm1(min(xi / x, 600.0))
        else:
            drive = xi / x
        if real_step:  # concave outer step with finite attachment
            resistance += ell / R
            drive += -np.expm1(-xi / R) if exponential else xi / R
        return x * resistance / (K * drive)
    return quad(slowness, 0, r, epsabs=0, epsrel=1e-10, limit=300)[0]


def lifetime_closed(r, ell, K, xi, R):
    log_term = np.log(R / r) + 1 / 3
    return (r**3 * log_term / 3 + ell * r**2 / 2) / (K * xi)


def local_exponent(r, *args, **options):
    """d ln A / d ln tau by a central difference."""
    d = 1e-3
    up = lifetime(r * np.exp(d), *args, **options)
    down = lifetime(r * np.exp(-d), *args, **options)
    return 4 * d / np.log(up / down)


def half_time_area(r, *args, **options):
    """Fraction of the area left at half of the lifetime."""
    half = lifetime(r, *args, **options) / 2
    x = brentq(lambda q: lifetime(q, *args, **options) / half - 1,
               0.1 * r, r)
    return (x / r)**2


def moving_boundary(ell, r0, R, xi, theta, radii, n=40):
    """Time-dependent diffusion (D = 1) outside a shrinking island.
    v is the relative excess adatom density, zero at the start.
    Returns the times at which the island reaches the given radii."""
    s = np.linspace(0, 1, n + 1)
    h = 1 / n
    kappa = 1 / ell

    def rhs(t, y):
        r = y[0]
        log_ratio = np.log(R / r)
        g = 1 / (2 * h * r * log_ratio)
        v0 = xi / r
        for _ in range(4):  # atom balance at the moving edge
            kq = kappa * (1 - theta * (1 + v0))
            v0 = (kq * xi / r + g * (4 * y[1] - y[2])) / (kq + 3 * g)
        v = np.concatenate(([v0], y[1:], [0.0]))
        rdot = -kappa * theta * (xi / r - v0)
        rho = r * (R / r)**s[1:-1]
        second = (v[2:] - 2 * v[1:-1] + v[:-2]) / h**2
        first = (v[2:] - v[:-2]) / (2 * h)
        vdot = second / (rho * log_ratio)**2
        vdot += (1 - s[1:-1]) * rdot / r * first / log_ratio
        return np.concatenate(([rdot], vdot))

    events = [lambda t, y, x=x: y[0] - x for x in radii]
    events[-1].terminal = True
    start = np.concatenate(([r0], np.zeros(n - 1)))
    run = solve_ivp(rhs, (0, 1e13), start, method="BDF",
                    events=events, rtol=1e-7, atol=1e-11)
    assert run.status == 1
    return np.array([te[0] for te in run.t_events])


# Test 1: full diffusion problem against the series-resistance law
radii = np.array([8.0, 5.0, 1.0])
worst_pde = 0.0
pde_times = {}
for ell_test in (0.01, 20.0, 5000.0):
    times = moving_boundary(ell_test, 10.0, 100.0, 0.2, 1e-4, radii)
    law = np.array([lifetime_closed(10.0, ell_test, 1e-4, 0.2, 100.0)
                    - lifetime_closed(x, ell_test, 1e-4, 0.2, 100.0)
                    for x in radii])
    worst_pde = max(worst_pde, np.max(abs(times / law - 1)))
    pde_times[ell_test] = times
assert worst_pde < 2e-3
loss_al = np.pi * (100 - radii**2) / pde_times[5000.0]
loss_dl = np.pi * (100 - radii**2) / pde_times[0.01]
spread_al = np.ptp(loss_al) / loss_al.mean()
spread_dl = np.ptp(loss_dl) / loss_dl.mean()
assert spread_al < 0.01 and spread_dl > 0.1

# Worked example: rough parameters in the regime of Ag(111)
a, gamma, nu = 0.289, 0.75, 1e13        # nm, eV/nm, 1/s
E_ad, E_d, E_b, E_des = 0.65, 0.10, 0.20, 2.3  # eV
T, r0, R = 300.0, 10.0, 100.0           # K, nm, nm
omega = np.sqrt(3) / 2 * a**2


def material(temperature, barrier, formation=E_ad):
    kt = KB * temperature
    D = nu * a**2 / 4 * np.exp(-E_d / kt)
    theta = np.exp(-formation / kt)
    return a * np.exp(barrier / kt), D * theta, gamma * omega / kt


kT = KB * T
D = nu * a**2 / 4 * np.exp(-E_d / kT)
theta = np.exp(-E_ad / kT)
ell_dl, K, xi = material(T, 0.0)
ell_al = material(T, E_b)[0]
L0 = np.log(R / r0)
A0 = np.pi * r0**2
n_atoms = A0 / omega

# Test 2: Gibbs-Thomson law by counting adatom configurations
sites, formation_kT = 1e8, 9.0


def step_energy(n):
    return gamma * 2 * np.sqrt(np.pi * n * omega)


def log_ways(n):
    return gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)


release = (step_energy(n_atoms) - step_energy(n_atoms - 1)) / kT


def free_energy_change(n):
    return formation_kT - release - (log_ways(n + 1) - log_ways(n))


n_eq = brentq(free_energy_change, 10, 1e6)
enhancement = n_eq / sites * np.exp(formation_kT)
assert abs(enhancement / np.exp(xi / r0) - 1) < 2e-3

# Test 3: power laws against direct integration of the loss rates
t_dl = L0 * r0**3 / (3 * K * xi)
t_al = ell_al * r0**2 / (2 * K * xi)
fractions = np.array([0.5, 0.9])


def integrate_area(rate, t_end):
    run = solve_ivp(lambda t, A: -rate(np.sqrt(A / np.pi)),
                    (0, 0.9 * t_end), [A0], t_eval=fractions * t_end,
                    rtol=1e-9, atol=1e-9)
    return run.y[0] / A0


left_dl = integrate_area(
    lambda r: 2 * np.pi * K * xi / (r * L0), t_dl)
left_al = integrate_area(
    lambda r: 2 * np.pi * r * (K / ell_al) * (xi / r), t_al)
assert np.allclose(left_dl, (1 - fractions)**(2 / 3), rtol=1e-5)
assert np.allclose(left_al, 1 - fractions, rtol=1e-5)

# Test 4: closed lifetime and the exponent with the logarithm kept
for ell_test in (0.0, ell_dl, 20.0, ell_al):
    q = lifetime(r0, ell_test, K, xi, R)
    assert abs(q / lifetime_closed(r0, ell_test, K, xi, R) - 1) < 1e-7
exponents = []
for ratio in (10.0, 1e3, 1e12):
    found = local_exponent(r0, 0.0, K, xi, ratio * r0)
    predicted = 2 / (3 - 1 / (np.log(ratio) + 1 / 3))
    assert abs(found - predicted) < 1e-5
    exponents.append(found)
assert exponents[0] > exponents[1] > exponents[2] > 2 / 3
assert exponents[2] - 2 / 3 < 0.01

# Test 5: first-order effect of the exponential Gibbs-Thomson law
big = 1e9
small_xi = 0.01 * r0
ratio = (lifetime(r0, big, K, small_xi, R, exponential=True)
         / lifetime(r0, big, K, small_xi, R))
assert abs(ratio - (1 - small_xi / r0)) < 5e-4

# Test 6: a real outer step leaves the attachment limit unchanged
ratio = (lifetime(r0, big, K, xi, R, real_step=True)
         / lifetime(r0, big, K, xi, R))
assert abs(ratio - 1) < 1e-6

# Test 7: r ln(R/r) is largest at r = R/e
grid = np.linspace(0.001, 0.999, 9981) * R
peak = grid[np.argmax(grid * np.log(R / grid))]
assert abs(peak - R / np.e) < 0.02
r_cross = brentq(lambda x: x * np.log(R / x) - ell_dl, 1e-6, r0)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", T, "K")
show("thermal energy kT", kT, "eV")
show("atomic spacing a", a, "nm")
show("area per atom", omega, "nm^2")
show("step free energy", gamma, "eV/nm")
show("attempt rate", nu, "1/s")
show("adatom formation energy", E_ad, "eV")
show("diffusion barrier", E_d, "eV")
show("extra attachment barrier, AL case", E_b, "eV")
show("initial island radius", r0, "nm")
show("outer radius", R, "nm")
show("initial area", A0, "nm^2")
show("atoms in island", n_atoms)
show("diffusivity D", D, "nm^2/s")
show("adatom coverage theta", theta)
show("K = D theta", K, "nm^2/s")
show("capillary length xi", xi, "nm")
show("initial ln(R/r)", L0)
show("initial r ln(R/r)", r0 * L0, "nm")
show("ell, DL case", ell_dl, "nm")
show("ell, AL case", ell_al, "nm")
show("DL lifetime, frozen log", t_dl, "s")
show("DL lifetime, frozen log", t_dl / 3600, "h")
show("AL lifetime, pure limit", t_al, "s")
show("AL lifetime, pure limit", t_al / 3600, "h")
show("AL area loss rate", 2 * np.pi * K * xi / ell_al, "nm^2/s")
print("area fraction left at 0.5 and 0.9 of lifetime:")
print(f"  DL {left_dl[0]:.4f} {left_dl[1]:.4f}",
      f" AL {left_al[0]:.4f} {left_al[1]:.4f}")
print("DL exponent with log, R/r = 10, 1e3, 1e12:",
      " ".join(f"{x:.4f}" for x in exponents))
show("DL lifetime factor from varying log",
     lifetime(r0, 0.0, K, xi, R) / t_dl)
for name, ell, barrier in (("DL", ell_dl, 0.0), ("AL", ell_al, E_b)):
    args = (ell, K, xi, R)
    base = lifetime(r0, *args)
    full = lifetime(r0, *args, exponential=True)
    outer = lifetime(r0, *args, real_step=True)
    both = dict(exponential=True, real_step=True)
    warm = lifetime(r0, *material(T + 1, barrier), R)
    show(name + " lifetime, both resistances and log", base, "s")
    show(name + " factor, exponential Gibbs-Thomson", full / base)
    show(name + " factor, real outer step", outer / base)
    show(name + " lifetime, all of these",
         lifetime(r0, *args, **both), "s")
    show(name + " local exponent at start, all of these",
         local_exponent(r0, *args, **both))
    show(name + " area fraction at half life, all of these",
         half_time_area(r0, *args, **both))
    show(name + " lifetime change for +1 K", 100 * (warm / base - 1), "%")
show("DL: ell/(r ln(R/r)) at start", ell_dl / (r0 * L0))
show("AL: r ln(R/r)/ell at start", r0 * L0 / ell_al)
show("DL crossover radius", r_cross, "nm")
show("hexagon/circle driving force", np.sqrt(2 * np.sqrt(3) / np.pi))
show("lifetime factor for +0.05 eV", np.exp(0.05 / kT))
show("terrace diffusion time R^2/D", R**2 / D, "s")
show("desorption energy assumed", E_des, "eV")
show("diffusion length before desorption",
     np.sqrt(D / (nu * np.exp(-E_des / kT))), "nm")
show("largest moving-boundary deviation", 100 * worst_pde, "%", 2)
show("moving-boundary loss-rate spread, AL", 100 * spread_al, "%", 2)
show("moving-boundary loss-rate spread, DL", 100 * spread_dl, "%", 2)
print("all good")
```

Output:

```
temperature: 300 K
thermal energy kT: 0.02585 eV
atomic spacing a: 0.289 nm
area per atom: 0.07233 nm^2
step free energy: 0.75 eV/nm
attempt rate: 1e+13 1/s
adatom formation energy: 0.65 eV
diffusion barrier: 0.1 eV
extra attachment barrier, AL case: 0.2 eV
initial island radius: 10 nm
outer radius: 100 nm
initial area: 314.2 nm^2
atoms in island: 4343
diffusivity D: 4.363e+09 nm^2/s
adatom coverage theta: 1.204e-11
K = D theta: 0.05252 nm^2/s
capillary length xi: 2.098 nm
initial ln(R/r): 2.303
initial r ln(R/r): 23.03 nm
ell, DL case: 0.289 nm
ell, AL case: 661.8 nm
DL lifetime, frozen log: 6965 s
DL lifetime, frozen log: 1.935 h
AL lifetime, pure limit: 3.003e+05 s
AL lifetime, pure limit: 83.41 h
AL area loss rate: 0.001046 nm^2/s
area fraction left at 0.5 and 0.9 of lifetime:
  DL 0.6300 0.2154  AL 0.5000 0.1000
DL exponent with log, R/r = 10, 1e3, 1e12: 0.7632 0.6988 0.6747
DL lifetime factor from varying log: 1.145
DL lifetime, both resistances and log: 8104 s
DL factor, exponential Gibbs-Thomson: 0.8451
DL factor, real outer step: 0.9337
DL lifetime, all of these: 6449 s
DL local exponent at start, all of these: 0.7377
DL area fraction at half life, all of these: 0.6048
DL lifetime change for +1 K: -8.886 %
AL lifetime, both resistances and log: 3.083e+05 s
AL factor, exponential Gibbs-Thomson: 0.82
AL factor, real outer step: 0.9983
AL lifetime, all of these: 2.548e+05 s
AL local exponent at start, all of these: 0.906
AL area fraction at half life, all of these: 0.5384
AL lifetime change for +1 K: -11.14 %
DL: ell/(r ln(R/r)) at start: 0.01255
AL: r ln(R/r)/ell at start: 0.03479
DL crossover radius: 0.03651 nm
hexagon/circle driving force: 1.05
lifetime factor for +0.05 eV: 6.918
terrace diffusion time R^2/D: 2.292e-06 s
desorption energy assumed: 2.3 eV
diffusion length before desorption: 4.356e+17 nm
largest moving-boundary deviation: 0.016 %
moving-boundary loss-rate spread, AL: 0.079 %
moving-boundary loss-rate spread, DL: 20 %
all good
```
